Image-Charge Reduction of a Molecular Gap Near a Metal

**Question.** A molecule is held 4 Å (0.4 nm) from the image plane of a perfect metal. By how much does its fundamental gap differ from that of the isolated molecule, how does the difference scale with distance, and does a semilocal eigenvalue gap show it?

**Answer.** The fundamental gap is a difference of total energies. For a molecule with N electrons, the ionization energy I and the electron affinity A are

I = E(N−1) − E(N),  A = E(N) − E(N+1),

so the gap is

E_gap = I − A = E(N+1) + E(N−1) − 2E(N).

Two of these three states are ions, and an ion near a metal is attracted to the charge it induces there. The estimate needs the energy of that attraction. I assume fixed nuclei, no overlap or charge transfer between molecule and metal, and a metal that responds fully and statically.

**Energy of one charge**

Put a point charge q at height z above a grounded plane. Outside the metal, the potential must vanish on the plane and far away, and have q as its only source. The charge q together with a fictitious charge −q at the mirror point meets these conditions, and the solution is unique. The induced potential at the position of q is therefore that of −q at distance 2z:

φ_ind = −q/(4πε₀·2z).

The induced charge grows in proportion to q. If the charge is built up as λq, with λ running from 0 to 1, the induced potential at each stage is λφ_ind, and the energy is

U = ∫₀¹ (λφ_ind) q dλ = ½qφ_ind = −q²/(16πε₀z).

With q = ±e and C = e²/(4πε₀) = 1.440 eV nm,

U = −P,  P = C/(4z).

The force gives the same factor. At height s the charge and its image are 2s apart, so the attraction is C/(2s)², and the work gained in coming from infinity is

∫_z^∞ C/(4s²) ds = C/(4z).

Both results can be tested without assuming an image. For a charge above a grounded disc whose radius is 40 times the charge's height, the induced charge was found numerically from the condition of zero potential on the disc. The energy came out as −0.25000 C/z and the attraction as 0.25000 C/z².

**From one charge to the gap**

The sign of q does not matter, so E(N−1) and E(N+1) each fall by P. The neutral molecule is nearly unaffected. Hence

ΔI = −P,  ΔA = +P,

ΔE_gap = −2P = −C/(2z).

At z = 0.4 nm,

P = 1.440/(4 × 0.4) = 0.90 eV,  2P = 1.80 eV.

The loss falls off as 1/z: at 0.8 nm it is 0.90 eV. The slope is C/(2z²) = 4.5 eV/nm at 0.4 nm, so an error of 0.01 nm in height changes the gap by about 0.045 eV.

**A molecule is not a point**

Let ρ(r) be the total charge density in units of e, nuclei included, and let M be reflection in the image plane. The energy of the charge with its image is

E_im = −(C/2) ∫∫ ρ(r)ρ(r′)/|r − Mr′| d³r d³r′.

Write ρ = ρ₀ + δρ, where ρ₀ belongs to the neutral molecule. Because |r − Mr′| = |Mr − r′|, the two cross terms are equal, and

E_im = E_im[ρ₀] + ∫ φ₀ δρ d³r − (C/2) ∫∫ δρ(r)δρ(r′)/|r − Mr′| d³r d³r′,

φ₀(r) = −C ∫ ρ₀(r′)/|r − Mr′| d³r′.

As an approximation, keep the other orbitals frozen when the electron is removed or added. Then δρ = +|φ_H|² when an electron leaves the highest occupied orbital H, and δρ = −|φ_L|² when one enters the lowest empty orbital L. With ⟨φ₀⟩_i the average of φ₀ over orbital i,

ΔI = ⟨φ₀⟩_H − P_H,  ΔA = ⟨φ₀⟩_L + P_L,

P_i = (C/2) ∫∫ |φ_i(r)|²|φ_i(r′)|²/|r − Mr′| d³r d³r′.

The gap changes by

ΔE_gap = −(P_H + P_L) + ⟨φ₀⟩_H − ⟨φ₀⟩_L.

A uniform φ₀ shifts I and A together and drops out of the gap.

The effect of orbital size follows from an expansion. Let x, y and ζ be coordinates from the orbital's centre, with ζ along the surface normal. The distance from one element of charge to the image of another is

|r − Mr′| = √[(2z + ζ + ζ′)² + s²],  s² = (x − x′)² + (y − y′)².

To second order in size over 2z,

1/|r − Mr′| ≈ (1/2z)[1 − (ζ + ζ′)/2z + (ζ + ζ′)²/4z² − s²/8z²].

Measured from the centre, the averages of x, y and ζ vanish. Therefore ⟨(ζ + ζ′)²⟩ = 2⟨ζ²⟩ and ⟨s²⟩ = 2⟨x² + y²⟩, which gives

P_i ≈ (C/4z)[1 + (2⟨ζ²⟩ − ⟨x²⟩ − ⟨y²⟩)/4z²].

An orbital spread mainly along the surface has a negative correction, so the point formula overestimates its shift. The relative correction falls as 1/z².

The opposite limit is a thin, flat orbital much wider than z. There 1/|r − Mr′| = 1/√(s² + 4z²), which is less than 1/s. Hence P_i stays below (C/2)⟨1/s⟩, a number set by the width of the orbital. The 1/z growth saturates, and the point formula must not be used.

**Why the eigenvalue gap stays put**

A semilocal Kohn–Sham calculation on the neutral system obtains its eigenvalues from the neutral density. The metal can enter their potential in two ways. The first is the Hartree potential of the image, which is φ₀, the image of a neutral object. An electron has charge −1, so to first order each level moves by −⟨φ₀⟩_i, and the eigenvalue gap changes by

ΔE_KS = ⟨φ₀⟩_H − ⟨φ₀⟩_L.

This is the last part of ΔE_gap. It is small when φ₀ has nearly the same average over both orbitals, as in the flat, nonpolar molecule below, but it can be noticeable in a strongly polar one. The large part, −(P_H + P_L), is missing in either case. The second way is the exchange-correlation potential. In a semilocal functional it depends on the density and its derivatives at the same point, so without overlap it does not register the metal directly, only through the slight change that φ₀ causes in the molecule's own density.

The functional does not lack image physics altogether. If the ions are computed explicitly, with the added charge held on the molecule, their net charge produces the image energy through the Hartree term, and total-energy differences contain the loss. What fails is reading the gap from the neutral eigenvalues.

To put the loss into the levels themselves, the orbital correction must contain the interaction as screened by the metal, as P_i does and as a GW calculation including the metal does. A global hybrid with a fixed exchange fraction uses the bare 1/|r − r′| between molecular orbitals. While those orbitals are unchanged, its exchange does not depend on z either.

**Butadiene as a worked case**

Flat trans-butadiene was placed parallel to the plane and treated with PBE in the 6-31G basis (48 functions), with the image interaction included self-consistently in the Hartree energy. Geometry and basis were held fixed at all distances. The model has no metal electrons, so the absence of a metal contribution to exchange-correlation is built in. What the eigenvalue gap tests is that φ₀ has nearly the same average over the highest occupied and the lowest empty orbital.

- Isolated: I = 8.70 eV, A = −1.72 eV, total-energy gap 10.42 eV, eigenvalue gap 4.13 eV.
- At 0.4 nm: I = 7.86 eV, A = −0.83 eV, total-energy gap 8.69 eV, eigenvalue gap 4.13 eV.

The total-energy gap falls by 1.73 eV, which is 4% below the point estimate. The eigenvalue gap changes by 0.14 meV in this basis; only the order of magnitude, a few tenths of a meV at most, is meaningful. At 0.8 nm the loss is 0.89 eV, 1% below the point value of 0.90 eV, so the finite-size error shrinks with distance as expected.

The orbital formula gives P_H = 0.877 eV and P_L = 0.875 eV, together 1.75 eV. This accounts for most of the departure from 1.80 eV. The remaining 0.025 eV is the balance of two effects that the frozen-orbital formula omits. Relaxation of the other electrons in the ions spreads the charge and lowers the loss by about 0.03 eV, while polarization by the image field raises it by under 0.01 eV in this basis. In a more flexible basis the polarization is larger and the two nearly cancel.

The two levels do not move equally: I falls by 0.840 eV and A rises by 0.887 eV. A nearly uniform φ₀ of about (0.887 − 0.840)/2 ≈ 0.02 eV would produce this difference and leave both gaps almost untouched, in line with the tiny eigenvalue change.

The negative A places the free anion above the neutral molecule in this basis. That alone does not show that the real anion is unbound, because a basis without diffuse functions can give a negative A even for a bound anion. The compact basis holds the extra electron in the π* orbital, so A is a vertical attachment energy in that basis, not a converged affinity. The shift is the useful result here; the absolute gap is not a reference value. The shift itself is converged only to a few hundredths of an eV: adding polarization and diffuse functions (6-31+G*) raises the loss at 0.4 nm by about 0.03 eV, to about 3% below the point estimate, and lowers the eigenvalue gap by about 0.1 eV.

**Where the image plane is**

A real metal screens over a finite length. In the Thomas–Fermi model with screening length λ, consider a potential component of lateral wavevector q, with s the height above the metal's edge. Outside it is e^{qs} − R e^{−qs}; inside it is T e^{κs}, with κ² = q² + 1/λ². Continuity of the potential and of its slope at s = 0 gives

1 − R = T,  q(1 + R) = κT.

Eliminating T,

R = (κ − q)/(κ + q) = λ²(κ − q)² = exp[−2 asinh(qλ)],

where the second form uses κ² − q² = 1/λ², and the third uses λ(κ − q) = √(1 + u²) − u = exp(−asinh u) with u = qλ. Since asinh u ≈ u − u³/6,

R ≈ e^{−2qλ}(1 + q³λ³/3).

For a charge at height z_e above the edge, the gap loss is C∫₀^∞ R e^{−2qz_e} dq, which reduces to C/(2z_e) when R = 1. The factor e^{−2qλ} replaces z_e by z = z_e + λ: the image plane lies λ inside the edge. The cubic term adds

(Cλ³/3) ∫₀^∞ q³e^{−2qz} dq = Cλ³/(8z⁴).

For λ = 0.05 nm, a rough value for a good metal, this is 0.9 meV at z = 0.4 nm; direct integration of the full R gives 0.85 meV. Once z is measured from the image plane, finite screening hardly matters in this model.

**Set beside a real contact**

At real metal surfaces the electrons spill outward, and the image plane typically lies one to two tenths of a nanometre outside the top atomic layer. A height of 0.4 nm above that plane is thus larger than is typical for a flat molecule lying directly on a metal, and closer to that of a molecule held off by a thin spacer, whose own polarization is not included here. The position of the plane is the largest uncertainty sized here: an error of ±0.05 nm moves the point estimate between 1.60 and 2.06 eV. For direct contact, say z = 0.2 nm, the formula would give 3.6 eV, but there the molecule's size is no longer small compared with 2z and the densities overlap, so that number should not be trusted.

Two other neglected effects can be roughly sized. For a rough work function of 4.5 eV, a semiclassical tunnelling estimate through the image-lowered barrier, for an electron at the Fermi energy, gives a transmission of 0.005 if the barrier is taken to extend to the molecular plane. With a rough attempt energy of 1 eV, a level there would have a width of about 5 meV. This is probably too low: the orbital reaches towards the metal and thins the barrier, and because tunnelling depends exponentially on thickness, the width could be ten or more times larger. The occupied level of butadiene lies deeper and faces a higher barrier. Its empty level lies above vacuum in this basis, so the estimate does not apply to it and its width is not known from this calculation. The Fermi level, 4.5 eV below vacuum, lies between the shifted levels at 7.86 eV below and 0.83 eV above vacuum, so the molecule stays neutral. Charge fluctuations beyond the mean density, taken in their static form and in this basis, change the gap by −0.001 eV. This number is not converged, because the sum over empty orbitals is far from complete in 6-31G. With the sum completed, the static terms lower each level by nearly 0.1 eV and change the gap by about −0.01 eV, so the gap is little affected only because the two corrections largely cancel.

The estimate of about 1.8 eV therefore applies to a compact, nonpolar, weakly coupled molecule whose highest occupied and lowest empty orbitals are both centred about 0.4 nm above the image plane. In an upright or polar molecule the two orbitals can lie at different heights and feel different φ₀, so P_H, P_L and the φ₀ terms should be evaluated for each orbital. The numerical output lists the values at both distances.

Values computed for the example and the checks

```
Coulomb constant C: 1.43996 eV nm
Height above image plane: 0.40 nm = 4.0 angstrom
Point-charge shift of each level: 0.900 eV
Point-charge gap loss: 1.800 eV
Disc test, energy times z/C: -0.25000 (no unit)
Disc test, force times z^2/C: 0.25000 (no unit)
Model bonds C=C, C-C, C-H: 0.134, 0.146, 0.109 nm
Basis functions (6-31G): 48
PBE ionization energy, isolated: 8.698 eV
PBE attachment energy A, isolated: -1.720 eV
PBE total-energy gap, isolated: 10.418 eV
PBE eigenvalue gap, isolated: 4.1285 eV
PBE ionization energy, at 0.4 nm: 7.859 eV
PBE attachment energy A, at 0.4 nm: -0.833 eV
PBE total-energy gap, at 0.4 nm: 8.691 eV
PBE eigenvalue gap, at 0.4 nm: 4.1286 eV
PBE ionization energy, at 0.8 nm: 8.257 eV
PBE attachment energy A, at 0.8 nm: -1.272 eV
PBE total-energy gap, at 0.8 nm: 9.529 eV
PBE eigenvalue gap, at 0.8 nm: 4.1285 eV
Fall of I at 0.4 nm: 0.840 eV
Rise of A at 0.4 nm: 0.887 eV
Total-energy gap loss at 0.4 nm: 1.727 eV
Total-energy gap loss at 0.8 nm: 0.889 eV
Point-charge gap loss at 0.8 nm: 0.900 eV
Eigenvalue gap change at 0.4 nm: 0.14 meV
Orbital formula, HOMO shift P: 0.877 eV
Orbital formula, LUMO shift P: 0.875 eV
Orbital formula, gap loss: 1.752 eV
Gap change from static fluctuation terms: -0.001 eV
Image-plane uncertainty assumed: 0.05 nm
Gap loss at 0.35 nm: 2.057 eV
Gap loss at 0.45 nm: 1.600 eV
Slope of gap with height: 4.50 eV/nm
Screening length assumed: 0.05 nm
Gap loss, Thomas-Fermi metal: 1.8008 eV
Its excess over perfect metal: 0.85 meV
Work function assumed: 4.5 eV
Attempt energy assumed: 1.0 eV
WKB transmission: 5.16e-03 (no unit)
Tunnelling width of level: 5.2 meV
```
